# Slater-Koster table for s, p and d orbitals from rotation matrices, part 2

Hartree atomic units are used. Atom A is at the origin and B at \(\mathbf R=d\,\mathbf n\), with direction cosines \(\mathbf n=(l,m,n)\). Each carries real s, p, d orbitals \(\varphi_\alpha=R_{L_\alpha}(r)f_\alpha(\hat{\mathbf r})\), with \(f_\alpha\) orthonormal on the sphere. We study
\[
E^{AB}_{\alpha\beta}(\mathbf R)=\int\varphi^A_\alpha(\mathbf r)\,O\,\varphi^B_\beta(\mathbf r-\mathbf R)\,d^3r ,
\]
where \(O\) is \(1\) (overlap \(S\)) or \(h=-\tfrac12\nabla^2+v_A(|\mathbf r|)+v_B(|\mathbf r-\mathbf R|)\). The first superscript names the atom at the origin, which carries the first index.

With \(E^z=E^{AB}(d\,\hat{\mathbf z})\) and \(D\) the orthogonal, shell-diagonal matrix rotating \(\hat{\mathbf z}\) to \(\mathbf n\),
\[
E^{AB}_{\alpha\beta}(\mathbf R)=\sum_{ab}D_{\alpha a}\,E^z_{ab}\,D_{\beta b}.\tag{1}
\]
Axial rotations and the mirror \(\phi\to-\phi\) give
\[
E^z_{ab}=\delta_{M_aM_b}\,V^{AB}_{L_aL_b\mu},\qquad \mu=|M_a|=0,1,2\equiv\sigma,\pi,\delta .\tag{2}
\]
Here \(M=0\) for s, \(z\), \(z^2\); \(+1\) for \(x,zx\); \(-1\) for \(y,yz\); \(\pm2\) for \(x^2-y^2,xy\). The orbital Zeeman term of a field along the bond is odd under the mirror. Hence
\[
E^{AB}_{\alpha\beta}=\sum_\mu P^\mu_{\alpha\beta}\,V^{AB}_{L_\alpha L_\beta\mu},\qquad
P^\mu_{\alpha\beta}=\sum_{\substack{a,b:\ M_a=M_b\\|M_a|=\mu}}D_{\alpha a}D_{\beta b},\tag{3}
\]
with \(P^\mu_{\alpha\beta}=P^\mu_{\beta\alpha}\). Writing d functions as \(f_\alpha=\sqrt{15/8\pi}\,\hat{\mathbf r}^TQ_\alpha\hat{\mathbf r}\),
\[
P^\sigma_{\alpha\beta}=a_\alpha a_\beta,\qquad a_s=1,\quad a_i=n_i,\quad a_\alpha=\sqrt{3/2}\;\mathbf n^TQ_\alpha\mathbf n .\tag{4}
\]
\[
P^\pi_{\alpha\beta}=\mathbf u_\alpha\cdot\mathbf u_\beta-(\mathbf u_\alpha\cdot\mathbf n)(\mathbf u_\beta\cdot\mathbf n)=\mathbf w_\alpha\cdot\mathbf w_\beta,\qquad \mathbf w_\alpha=(1-\mathbf n\mathbf n^T)\mathbf u_\alpha ,\tag{5}
\]
where \(\mathbf u_s=0\), \(\mathbf u_i=\hat{\mathbf x}_i\) for p and \(\mathbf u_\alpha=\sqrt2\,Q_\alpha\mathbf n\) for d. In the d-d block,
\[
P^\delta_{\alpha\beta}=\delta_{\alpha\beta}-P^\sigma_{\alpha\beta}-P^\pi_{\alpha\beta}.\tag{6}
\]

The table writes these coefficients as polynomials in \(l,m,n\). With \(\Delta=l^2-m^2\) and \(q=\tfrac12(3n^2-1)\), it includes \(E_{s,x}=lV_{sp\sigma}\), \(a_{xy}=\sqrt3\,lm\), \(a_{yz}=\sqrt3\,mn\), \(\mathbf u_{xy}=(m,l,0)\), \(\mathbf u_{yz}=(0,n,m)\), and these diagonal d-d coefficients:

| | \(\sigma\) | \(\pi\) | \(\delta\) |
|---|---|---|---|
| \(xy\) | \(3l^2m^2\) | \(l^2+m^2-4l^2m^2\) | \(n^2+l^2m^2\) |
| \(x^2-y^2\) | \(\tfrac34\Delta^2\) | \(l^2+m^2-\Delta^2\) | \(n^2+\tfrac14\Delta^2\) |
| \(z^2\) | \(q^2\) | \(3n^2(1-n^2)\) | \(\tfrac34(1-n^2)^2\) |

A numerical check supplies the tests and numbers quoted.

Part (e) asks: how does \(E^{AB}\) change under \(\mathbf R\to-\mathbf R\)? How is \(V^{BA}\) related to \(V^{AB}\)? Under what condition does this relate \(V_{ps\sigma}\) and \(V_{sp\sigma}\) of one and the same bond?

**Solution.** In \(E^{AB}_{\alpha\beta}(-\mathbf R)=\int\varphi^A_\alpha(\mathbf r)\,O_{-\mathbf R}\,\varphi^B_\beta(\mathbf r+\mathbf R)\,d^3r\) substitute \(\mathbf r\to-\mathbf r\). The Laplacian and \(v_A\) are unchanged and \(v_B(|\mathbf r+\mathbf R|)\to v_B(|\mathbf r-\mathbf R|)\). A polynomial of degree \(L\) has parity \((-1)^L\), so \(\varphi_\alpha(-\mathbf r)=(-1)^{L_\alpha}\varphi_\alpha(\mathbf r)\) and \(\varphi_\beta(-\mathbf r+\mathbf R)=(-1)^{L_\beta}\varphi_\beta(\mathbf r-\mathbf R)\). Hence
\[
E^{AB}_{\alpha\beta}(-\mathbf R)=(-1)^{L_\alpha+L_\beta}E^{AB}_{\alpha\beta}(\mathbf R).\tag{7}
\]
The table agrees. Under \(\mathbf n\to-\mathbf n\), \(a_\alpha\) has parity \((-1)^L\). The vector \(\mathbf w\) is even for p and odd for d, parity \((-1)^{L+1}\), and the two extra signs cancel in \(\mathbf w_\alpha\cdot\mathbf w_\beta\). By (6), \(P^\delta\) is even.

For the exchange, \(O\) is Hermitian and everything is real, so \(E^{AB}_{\alpha\beta}(\mathbf R)=\int\varphi^B_\beta(\mathbf r-\mathbf R)\,O\,\varphi^A_\alpha(\mathbf r)\,d^3r\). The shift \(\mathbf r\to\mathbf r+\mathbf R\) puts B with its potential at the origin and A with its potential at \(-\mathbf R\):
\[
E^{AB}_{\alpha\beta}(\mathbf R)=E^{BA}_{\beta\alpha}(-\mathbf R)=(-1)^{L_\alpha+L_\beta}E^{BA}_{\beta\alpha}(\mathbf R),\tag{8}
\]
where the second step is (7) for the pair BA. Setting \(\mathbf R=d\hat{\mathbf z}\) and choosing partner orbitals with equal \(M\),
\[
V^{BA}_{L'L\mu}=(-1)^{L+L'}\,V^{AB}_{LL'\mu}.\tag{9}
\]
In \(V^{AB}_{sp\sigma}\) the s orbital faces the negative lobe of a \(p_z\) above it. In \(V^{BA}_{ps\sigma}\) the same two orbitals appear with the p orbital below, showing its positive lobe. Rule (9) keeps each shell on its own species. It says nothing about \(V^{AB}_{ps\sigma}\) (p on A) against \(V^{AB}_{sp\sigma}\) (p on B), which are independent when the atoms differ. If A and B have the same radial functions and \(v_A=v_B\), the superscripts coincide and \(V_{ps\sigma}=-V_{sp\sigma}\), \(V_{ds\sigma}=V_{sd\sigma}\), \(V_{dp\mu}=-V_{pd\mu}\). These four relations reduce 14 integrals to 10.

The sign convention can be fixed analytically for Gaussians. With \(e^{-ar^2}\) on A, \((z-d)e^{-b|\mathbf r-d\hat{\mathbf z}|^2}\) on B and \(p=a+b\), completing the square gives the product \(e^{-abd^2/p}e^{-p|\mathbf r-\mathbf C|^2}\) with \(C_z=bd/p\). The factor \(z-d\) averages to \(C_z-d=-ad/p\). The norms follow from \(\int e^{-2ar^2}d^3r=(\pi/2a)^{3/2}\) and \(\int z^2e^{-2br^2}d^3r=(\pi/2b)^{3/2}/4b\):
\[
S_{sp\sigma}=-\Big(\frac{2a}\pi\Big)^{3/4}\Big(\frac{2b}\pi\Big)^{3/4}2\sqrt b\,\Big(\frac\pi p\Big)^{3/2}\frac{ad}p\,e^{-abd^2/p}<0 .
\]

## (f) A numerical bond

Take one normalized Gaussian per shell with exponents (s, p, d) \(=(0.4,0.5,0.6)\) bohr\(^{-2}\) on A and \((0.2,0.3,0.4)\) bohr\(^{-2}\) on B, potentials \(v=-Z/r\) with \(Z_A=1\), \(Z_B=2\), and \(\mathbf R=(1,1.5,3)\) bohr. These are model parameters, not a real pair of atoms. Integration with the bond along \(z\) gives the bond integrals of \(h\) below; the BA column comes from a separate integration with B at the origin. Read off what they say about (9), and evaluate \(h_{s,x}\), \(h_{x,s}\), \(h_{x,xy}\), \(h_{xy,x}\) and \(h_{xy,yz}\).

| \(LL'\mu\) | \(V^{AB}_{LL'\mu}\) (Ha) | \(V^{BA}_{L'L\mu}\) (Ha) | \(V^{AA}_{LL'\mu}\) (Ha) |
|---|---|---|---|
| \(sp\sigma\) | 0.37149 | −0.37149 | 0.17194 |
| \(ps\sigma\) | −0.28646 | 0.28646 | −0.17194 |
| \(sd\sigma\) | −0.28790 | −0.28790 | −0.12181 |
| \(ds\sigma\) | −0.18085 | −0.18085 | −0.12181 |
| \(pd\sigma\) | −0.16678 | 0.16678 | −0.05759 |
| \(dp\sigma\) | 0.14209 | −0.14209 | 0.05759 |
| \(pd\pi\) | 0.15940 | −0.15940 | 0.07630 |
| \(dp\pi\) | −0.12927 | 0.12927 | −0.07630 |
| \(dd\sigma\) | 0.03069 | 0.03069 | 0.11203 |
| \(dd\pi\) | 0.12949 | 0.12949 | 0.06213 |
| \(dd\delta\) | −0.04822 | −0.04822 | −0.02533 |

**Solution.** Each row obeys (9): the first two columns differ in sign for odd \(L+L'\) and agree for even. Within the AB column \(V_{ps\sigma}\neq-V_{sp\sigma}\), and within the AA column the equality holds. The program counts 14 and 10 distinct magnitudes. The analytic overlap of part (e), with \(a=0.4\) and \(b=0.3\) bohr\(^{-2}\), is \(-0.26417\) and is tested against the integrated value.

Here \(d=3.5\) bohr and \((l,m,n)=(0.28571,0.42857,0.85714)\). Then \(a_{xy}=0.21209\), \(a_{yz}=0.63626\), \(\mathbf w_{xy}=(0.35860,0.18076,-0.20991)\) and \(\mathbf w_{yz}=(-0.20991,0.54227,-0.20117)\). For s-p,
\[
h_{s,x}=0.28571\times0.37149=0.10614\ \text{Ha}=2.888\ \text{eV},
\]
\[
h_{x,s}=0.28571\times(-0.28646)=-0.0818\ \text{Ha}=-2.227\ \text{eV}.
\]
For p-d the coefficients are \(P^\sigma=l\,a_{xy}=0.28571\times0.21209=0.06060\) and \(P^\pi=(\mathbf w_{xy})_x=0.35860\), the same for both orders of the labels:
\[
h_{x,xy}=0.06060(-0.16678)+0.35860(0.15940)=-0.01011+0.05716=0.0471\ \text{Ha}=1.28\ \text{eV},
\]
\[
h_{xy,x}=0.06060(0.14209)+0.35860(-0.12927)=0.00861-0.04636=-0.0377\ \text{Ha}=-1.027\ \text{eV}.
\]
For d-d, \(P^\sigma=0.21209\times0.63626=0.13494\), \(P^\pi=\mathbf w_{xy}\cdot\mathbf w_{yz}=-0.07527+0.09802+0.04223=0.0650\), and \(P^\delta=-P^\sigma-P^\pi=-0.1999\). With the printed coefficients \(0.06497\) and \(-0.19992\),
\[
h_{xy,yz}=0.00414+0.00841+0.00964=0.02219\ \text{Ha}=0.604\ \text{eV}.
\]
Direct integration in the oblique geometry gives \(0.106139\), \(-0.081845\), \(0.047056\), \(-0.037746\) and \(0.022194\) Ha. At \(-\mathbf R\) the first four change sign and the last does not, as (7) requires. The largest difference between table and integration over all 81 entries is \(9\times10^{-16}\) Ha, on entries of up to about 0.3 Ha in size; the asserted tolerance is \(10^{-10}\), applied in this and six random directions.

One channel differs from the rest. In 13 of the 14 AB channels \(h\) and \(S\) have opposite signs, but \(h_{dd\sigma}=+0.03069\) Ha goes with \(S_{dd\sigma}=+0.23059\). Symmetry fixes the coefficients and the relations (9); it does not fix the sign of any single \(V\).

## (g) Invariants, Bloch sums and the limits of the table

Find quantities of a block that do not depend on \(\mathbf n\). For a one-species lattice, find the condition for a Hermitian Bloch sum and evaluate the fcc nearest-neighbour sums of species A at distance 3.5 bohr. State what (3) means for COOP and COHP, and when it fails.

**Solution.** *Invariants.* By (1), the block \(LL'\) is \(D^{(L)}E^z_{LL'}D^{(L')T}\) with orthogonal factors, so \(\sum_{\alpha\beta}E_{\alpha\beta}^2=\operatorname{Tr}EE^T=\sum_\mu g_\mu V_{LL'\mu}^2\), where \(g=1,2,2\) counts the partners in each channel. For AB, p-d gives \(0.16678^2+2(0.15940)^2=0.0786\) Ha\(^2\) and d-d gives \(0.03069^2+2(0.12949)^2+2(0.04822)^2=0.0391\) Ha\(^2\). For \(L=L'\) the relation is a similarity transformation of a diagonal matrix, so the d-d block has eigenvalues \(V_{dd\sigma}\), \(V_{dd\pi}\) twice and \(V_{dd\delta}\) twice. Both statements are tested on the integrated blocks.

*Hermiticity.* Let \(H_{\alpha\beta}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E_{\alpha\beta}(\mathbf R)\), over a shell containing \(-\mathbf R\) with each \(\mathbf R\). Conjugating and renaming \(\mathbf R\to-\mathbf R\) gives \(H_{\beta\alpha}(\mathbf k)^*=\sum e^{i\mathbf k\cdot\mathbf R}E_{\beta\alpha}(-\mathbf R)\). Fourier coefficients are unique, so \(H\) is Hermitian for all \(\mathbf k\) exactly when \(E_{\beta\alpha}(-\mathbf R)=E_{\alpha\beta}(\mathbf R)\), which is (8). In blocks with odd \(L+L'\), (7) combines \(\pm\mathbf R\) into \(2i\sin(\mathbf k\cdot\mathbf R)\,E(\mathbf R)\). These blocks are imaginary and vanish at \(\Gamma\). With the wrong rule \(V_{ps\sigma}=+V_{sp\sigma}\), \(V_{dp\mu}=+V_{pd\mu}\) they would be symmetric and imaginary, hence anti-Hermitian.

The fcc neighbours are \(d(\pm1,\pm1,0)/\sqrt2\) and cyclic permutations. Eight have \(l=\pm1/\sqrt2\). With \(c=d/\sqrt2\) and \(\sin(s+t)+\sin(s-t)=2\sin s\cos t\), the four pairs sum to
\[
H_{s,x}=2\sqrt2\,i\,V_{sp\sigma}\sin ck_x\,(\cos ck_y+\cos ck_z).
\]
At \(\mathbf k=(0.3,0.5,0.7)\) bohr\(^{-1}\) the lattice sum gives \(H_{s,x}=0.05468\,i\) Ha and \(H_{x,s}=-0.05468\,i\) Ha. With the wrong rule the largest element of \(H-H^\dagger\) has size 1.02 Ha; with the right one it is below the tolerance.

*The d block at \(\Gamma\).* Write the coefficients as \((\sigma,\pi,\delta)\). For \((xy,xy)\), the four neighbours with \(n=0\), \(l^2=m^2=\tfrac12\) give \((\tfrac34,0,\tfrac14)\) and the eight with \(lm=0\), \(n^2=\tfrac12\) give \((0,\tfrac12,\tfrac12)\), in total \((3,4,5)\). For \((z^2,z^2)\), \(q=-\tfrac12\) gives \((\tfrac14,0,\tfrac34)\) and \(q=\tfrac14\) gives \((\tfrac1{16},\tfrac34,\tfrac3{16})\), in total \((\tfrac32,6,\tfrac92)\). For \((x^2-y^2,x^2-y^2)\), \(\Delta=0\) gives \((0,1,0)\) and \(\Delta^2=\tfrac14\) gives \((\tfrac3{16},\tfrac14,\tfrac9{16})\), the same total. Off-diagonal d-d entries are odd in two of the cosines, or odd under \(l\leftrightarrow m\) for \((x^2-y^2,z^2)\), and cancel over the shell. With the AA column,
\[
t_{2g}:\ 3(0.11203)+4(0.06213)+5(-0.02533)=0.458\ \text{Ha}=12.46\ \text{eV},
\]
\[
e_g:\ 1.5(0.11203)+6(0.06213)+4.5(-0.02533)=0.427\ \text{Ha}=11.61\ \text{eV}.
\]
These are hopping sums, tested against directly integrated neighbours. They are not band energies, which would also need the on-site terms, the overlap matrix, more distant neighbours and the potentials of the other atoms, which the two-centre \(h\) leaves out.

*COOP and COHP.* The bond's contribution per unit energy at \(\varepsilon\), a population for COOP and an energy for COHP, is twice the sum \(\sum_{\alpha\beta}E_{\alpha\beta}\,\rho_{\beta\alpha}(\varepsilon)\), the factor 2 counting the orders AB and BA, with \(\rho\) the real part of the energy-resolved density matrix between the two atoms and \(E=S\) (COOP) or the Hamiltonian block (COHP). The sum is linear in \(E\), so (3) splits it into \(\sum V_{LL'\mu}\,\theta_{LL'\mu}(\varepsilon)\), where \(\theta_{LL'\mu}=\sum_{\alpha\in L,\beta\in L'}P^\mu_{\alpha\beta}\rho_{\beta\alpha}\). For atom-centred orbitals of the assumed form this \(\sigma,\pi,\delta\) split is complete for COOP, since an overlap involves two centres only. For COHP it is complete when the Hamiltonian keeps the axial rotations and the mirror of the bond, as the two-centre \(h\) does. Because the orbitals overlap, COHP and each of its channels depend on the zero of energy: a shift \(h\to h+cS\) leaves the states unchanged and adds \(c\) times the COOP.

*Failure.* Step (2) used the axial rotations and the mirror. A finite rotation can replace the continuous ones: the shift \(\chi=2\pi/n\) removes every element for which \(M'-M\) is not a multiple of \(n\), so an \(n\)-fold axis along the bond together with a mirror containing it is enough when \(n\ge5\) for s, p, d (\(|M'-M|\le4\)) and when \(n\ge3\) for s, p alone (\(|M'-M|\le2\)). The potential of a third atom off the bond axis breaks the axial symmetry, and elements with \(M_a\ne M_b\) are allowed in \(E^z\). With a unit charge added at \((2,0,1)\) bohr, a least-squares fit of all 14 free integrals leaves a residual of 0.19 Ha (root of the summed squares over the 81 entries), while the same root for the whole block without the charge, from the invariant above with all 14 integrals, is 0.85 Ha; without that charge the residual is below the tolerance. A third atom on the axis preserves the form (3), but the \(V\) then depend on its position. The derivation also does not cover the orbital Zeeman term of a magnetic field, which for a field along the bond is odd under the mirror (part (b)), or orbitals that are not of the form \(R_L(r)f_\alpha\), such as orthogonalized orbitals with tails on other neighbours.

## Table of computed values

```
exponents s p d (bohr^-2): A (0.4, 0.5, 0.6) B (0.2, 0.3, 0.4) ; charges 1.0 2.0
R (bohr) 1.00000 1.50000 3.00000 ; d (bohr) 3.50000 ; l m n 0.28571 0.42857 0.85714
sigma amplitudes xy yz zx x2-y2 z2: 0.21209 0.63626 0.42418 -0.08837 0.60204
pi vector w_x: 0.91837 -0.12245 -0.24490 ; w_xy: 0.35860 0.18076 -0.20991
pi vector w_yz: -0.20991 0.54227 -0.20117
bond integrals: S^AB | h^AB (Ha) | h^BA with L,L' swapped (Ha) | h^AA (Ha)
  ss-sigma   0.17877  -0.28036  -0.28036  -0.12876
  sp-sigma  -0.26417   0.37149  -0.37149   0.17194
  sd-sigma   0.24413  -0.28790  -0.28790  -0.12181
  ps-sigma   0.21106  -0.28646   0.28646  -0.17194
  pp-sigma  -0.33342   0.33011   0.33011   0.18380
  pp-pi      0.09278  -0.11603  -0.11603  -0.05809
  pd-sigma   0.31654  -0.16678   0.16678  -0.05759
  pd-pi     -0.15917   0.15940  -0.15940   0.07630
  ds-sigma   0.13613  -0.18085  -0.18085  -0.12181
  dp-sigma  -0.22539   0.14209  -0.14209   0.05759
  dp-pi      0.13461  -0.12927   0.12927  -0.07630
  dd-sigma   0.23059   0.03069   0.03069   0.11203
  dd-pi     -0.24020   0.12949   0.12949   0.06213
  dd-delta   0.04922  -0.04822  -0.04822  -0.02533
distinct integrals: A-B 14 , A-A 10
analytic S^AB sp-sigma -0.26417
h[s,x]: coefficients 0.28571 0.00000 0.00000 ; terms (Ha) 0.10614 0.00000 0.00000
   table 0.106139, direct 0.106139, at -R -0.106139 Ha; 2.8882 eV
h[x,s]: coefficients 0.28571 0.00000 0.00000 ; terms (Ha) -0.08184 0.00000 0.00000
   table -0.081845, direct -0.081845, at -R 0.081845 Ha; -2.2271 eV
h[x,y]: coefficients 0.12245 -0.12245 0.00000 ; terms (Ha) 0.04042 0.01421 0.00000
   table 0.054630, direct 0.054630, at -R 0.054630 Ha; 1.4866 eV
h[x,xy]: coefficients 0.06060 0.35860 0.00000 ; terms (Ha) -0.01011 0.05716 0.00000
   table 0.047056, direct 0.047056, at -R -0.047056 Ha; 1.2805 eV
h[xy,x]: coefficients 0.06060 0.35860 0.00000 ; terms (Ha) 0.00861 -0.04636 0.00000
   table -0.037746, direct -0.037746, at -R 0.037746 Ha; -1.0271 eV
h[xy,yz]: coefficients 0.13494 0.06497 -0.19992 ; terms (Ha) 0.00414 0.00841 0.00964
   table 0.022194, direct 0.022194, at -R 0.022194 Ha; 0.6039 eV
h[z2,z2]: coefficients 0.36245 0.58476 0.05279 ; terms (Ha) 0.01112 0.07572 -0.00255
   table 0.084299, direct 0.084299, at -R 0.084299 Ha; 2.2939 eV
max |table - direct| over 81 entries (Ha): 9.0e-16
sum of squares p-d block (Ha^2): 0.078636 ; d-d block: 0.039128
|<x|r x grad|y>| along z, bond frame: 0.09278
third charge 1.0 at (bohr) (2.0, 0.0, 1.0) : best-fit residual 0.19194 Ha
fcc, neighbour distance 3.50 bohr, k (1/bohr) 0.30000 0.50000 0.70000
H[s,x](k) = 0.05468 i Ha ; H[x,s](k) = -0.05468 i Ha
max |H - H^dagger| with the wrong sign: 1.02145 Ha
Gamma hopping sums: t2g 0.45795 Ha = 12.4614 eV ; eg 0.42682 Ha = 11.6145 eV
1 Ha = 27.21139 eV
```
